Silicide growth kinetics from sheet resistance during heating ramps

**What resistance alone can determine**

A metal film M of thickness h0 lies on silicon and is heated at a constant rate β. It turns into a first silicide, M2Si, and then into a second, MSi. The record is the sheet resistance R(T), and the growth kinetics are wanted.

A layer of thickness x and resistivity ρ has sheet resistance ρ/x. If x and ρ are both multiplied by λ, nothing changes in the record. Diffusion-limited growth obeys x² = ∫K dt, where K has the dimension length²/time, so the same growth in the stretched film needs λ²K. With unknown resistivities the data therefore contain no length, and K can enter only in a combination of dimension 1/time:

k = K/(r h0)².

Here r is the thickness of silicide formed per unit thickness of metal consumed. A 1 % error in h0 gives a 2 % error in K, but none in the activation energy E, because k and K have the same temperature dependence. More heating rates do not remove this limit: h0 and r must be measured separately.

**A first stage worked by hand**

Take a 30 nm film with metal resistivity 10 μΩ cm and M2Si resistivity 20 μΩ cm, both at 300 K, and r1 = 1.5. Since 1 μΩ cm/nm = 10 Ω, the sheet resistances at 300 K are

metal: 10 × 10/30 = 3.333 Ω,
complete M2Si: 10 × 20/45 = 4.444 Ω.

With y = T − 300 K in kelvin, let them vary as

R_M = 3.333 Ω (1 + 0.0038y + 7×10⁻⁶y²),
R_1 = 4.444 Ω (1 + 0.001y).

If a fraction f of the metal has reacted, the layers conduct in parallel:

1/R = (1 − f)/R_M + f/R_1.

Solving for f gives

f = (1/R − 1/R_M)/(1/R_1 − 1/R_M).

At 500 K on a 1 K/s ramp, R = 6.499 Ω. There R_M = 3.333 × 2.04 = 6.800 Ω and R_1 = 4.444 × 1.2 = 5.333 Ω, so

f = (0.15387 − 0.14706)/(0.18750 − 0.14706) = 0.168.

The same step at 540 K, where R = 6.107 Ω, gives f = 0.659.

To extract kinetics, allow a general growth exponent m:

fᵐ = ∫k dt, k = k0 exp(−E/k_BT).

Diffusion through the layer gives m = 2; a reaction at its interface, with constant velocity at fixed temperature, gives m = 1. On the ramp dt = dT/β. The reaction before the ramp starts is negligible, so the lower limit may be set to zero:

fᵐ = (k0/β) I(T), I(T) = ∫₀ᵀ exp(−E/k_BT′) dT′.

Put u = E/k_BT and T′ = T/s, so that dT′ = −T ds/s². Then

I = T ∫₁^∞ exp(−us) s⁻² ds = T E₂(u),

where E₂ is the exponential integral of order two. One integration by parts gives

E₂(u) = e⁻ᵘ/u − (2/u) ∫₁^∞ exp(−us) s⁻³ ds.

For large u the last integral is about e⁻ᵘ/u, hence E₂ ≈ (e⁻ᵘ/u)(1 − 2/u) ≈ e⁻ᵘ/(u + 2). Since dI/dT = e⁻ᵘ,

d ln I/dT = e⁻ᵘ/(T E₂) ≈ (u + 2)/T.

Dividing by m gives the slope of ln f. Because d(−1/T) = dT/T²,

k_B d ln f/d(−1/T) ≈ (E + 2k_BT)/m.

The two fractions supply the left side:

k_B ln(0.6589/0.1684)/(1/500 K − 1/540 K) = 0.794 eV.

At the middle temperature, 520 K, 2k_BT = 0.090 eV. If m = 2, then E = 2 × 0.794 − 0.090 = 1.50 eV. If m = 1, then E = 0.794 − 0.090 = 0.70 eV. This ramp does not say which is right.

A second ramp does. The metal is used up at T1, where f = 1 and k0 I(T1) = β, whatever m is. To leading order I = (k_BT²/E) exp(−E/k_BT), so

ln(β/T1²) = ln(k0k_B/E) − E/(k_BT1).

Subtracting this relation for two rates removes k0:

E = k_B [ln(β_b/β_a) − 2 ln(T_b/T_a)]/(1/T_a − 1/T_b).

The end temperatures are 553.50 K at 1 K/s and 594.41 K at 10 K/s:

E = k_B (2.3026 − 0.1426)/(1.2434×10⁻⁴ K⁻¹) = 1.497 eV.

The shape of the first ramp now yields m = (1.497 + 0.090)/0.794 = 2.00. The end temperatures fix E, and the curve shape then fixes m.

The small deficit from the true 1.500 eV comes from the dropped factor 1 − 2/u. It adds −2k_BT/E to ln(β/T1²), which lowers the apparent energy by 2(k_BT)²/E, about 0.003 eV here.

**Why one heating rate is not enough**

The ambiguity does not depend on the power law. Suppose

df/dt = k(T) g(f)

with an unknown growth function g. On one rising ramp each fraction is reached at one temperature, T = Θ(f). Choose another activation energy, with rate k̃(T), and define

g̃(f) = g(f) k(Θ(f))/k̃(Θ(f)).

Along this ramp k̃g̃ = kg, so the same f(T) solves both equations. One ramp cannot determine E unless something is known about g.

At another rate the two laws part. Separating variables in the alternative law gives

∫df/g̃ = (k̃0/β) Ĩ(T).

The left side depends on the fraction alone, so at complete reaction Ĩ(T1)/β must be the same at both rates. An alternative with E = 1.0 eV, built to match the 1 K/s ramp, ends at 615.1 K at 10 K/s; the true law ends at 594.4 K. Direct integration of the alternative law passed the test against this relation.

Within the power-law family the confusion is nearly complete. Keeping (E + 2k_BT)/m fixed gives

dE/dm = (E + 2k_BT)/m.

Going from m = 2 to m = 1 requires E′ + 2k_BT = (E + 2k_BT)/2, or

E′ = E/2 − k_BT.

If this match is made at a temperature T̄, the slopes d ln f/dT of the two laws differ by (T − T̄)/T² to this order. Integrated from 510 to 550 K, this term changes f by about 0.3 % of itself. The terms dropped from the slope formula add to it: for E = 1.5 eV and fractions made equal at 550 K, the exact integrals give fractions that differ by about 0.9 % at 510 K, which is still small.

**Two coupled silicides**

Let metal be the moving species, and let j1 and j2 be its fluxes through M2Si and MSi, expressed as metal thickness per time. At the M2Si/MSi interface each metal atom that arrives and does not continue converts one MSi unit into M2Si. Each atom that reaches silicon forms one MSi unit. The numbers of formula units therefore change as j1 − j2 for M2Si and as j2 − (j1 − j2) = 2j2 − j1 for MSi.

An M2Si unit contains two metal atoms, which brings a factor 2 into its thickness:

dh/dt = −j1,
dx1/dt = 2r1(j1 − j2),
dx2/dt = r2(2j2 − j1).

Dividing the second line by r1, the third by r2 and adding all three gives zero, so h + x1/r1 + x2/r2 = h0.

For diffusion control j1 = a1/x1 and j2 = a2/x2. Define K1 = 2r1a1 and K2 = 4r2a2. If MSi grows much more slowly than the fluxes could make it grow, then 2j2 ≈ j1, and

x2 ≈ 2(a2/a1)x1 = (r1/r2)(K2/K1)x1.

Also dx1/dt = r1j1 = K1/(2x1), which integrates to x1² = ∫K1 dt. Once the metal is gone, j1 = 0 and dx2/dt = 2r2a2/x2 = K2/(2x2). Neglecting the tiny starting thickness, x2² = ∫K2 dt, counted from T1.

In the example K1(550 K) = 100 nm²/s, K2(680 K) = 200 nm²/s, E1 = 1.5 eV, E2 = 1.7 eV and r2 = 2.2. The full coupled equations give only 0.05 to 0.09 nm of MSi at T1 for rates from 0.1 to 10 K/s. That is less than an atomic spacing, so in this model the phases appear one after the other. The sequential formula changes R by no more than about 0.1 % relative to the coupled solution. If K2/K1 were of order one, both layers would grow together and the coupled equations would have to be fitted.

The opening scaling argument survives the coupling. Put X1 = x1/(r1h0) and X2 = x2/(r2h0). Then j1/h0 = k1/(2X1) and j2/h0 = k2/(4X2), and

dX1/dt = k1/X1 − k2/(2X2),
dX2/dt = k2/(2X2) − k1/(2X1).

No thickness or volume ratio remains.

**The general fit**

Let f1 be the fraction of metal consumed and f2 the fraction held in MSi. Then

1/R = (1 − f1)/R_M + (f1 − f2)/R_1 + f2/R_2,

f1^m1 = ∫k1 dt up to T1, and f1 = 1 afterwards,
f2^m2 = ∫k2 dt from T1 to T2, and f2 = 1 afterwards.

There are 13 parameters: k, E and m for each stage, three coefficients for R_M, and two each for R_1 and R_2. The procedure is as follows.

1. Smooth ln R and locate its two strongest upward bends. They mark T1 and T2 if the new silicide has a clearly lower sheet resistance at the end of each stage, as here (R_1/R_M = 0.69 at T1 for 1 K/s): a falling contribution to R then stops abruptly. At T1 the onset of MSi growth bends R the other way, and in this example it cancels the upward bend once R_1/R_M reaches about 0.9. If M2Si is the more resistive layer at T1, the bend there is downward.
2. Plot ln(β/T²) against 1/T for each stage. The slope gives a starting E and the intercept a starting k.
3. Fit simple polynomials to R where one phase dominates: well below T1, just above T1, and above T2. These give starting resistances.
4. Minimise the squared residuals of ln R, divided by the noise σ, over all ramps together.
5. Compute the errors, then repeat the fit with a deliberately wrong exponent.

For step 5, let J be the matrix of derivatives of ln R with respect to the parameters, divided by σ. Near the minimum, noise e of unit variance shifts the parameters by the Δ that minimises |JΔ − e|². Setting the gradient to zero gives JᵀJΔ = Jᵀe, so Δ = (JᵀJ)⁻¹Jᵀe. Averaging ΔΔᵀ for independent noise gives

covariance = (JᵀJ)⁻¹.

Resistance contrast also matters. During the first stage

∂(1/R)/∂f1 = 1/R_1 − 1/R_M,

which vanishes where R_M = R_1. Here that blind temperature is 404 K, where hardly any metal has reacted. Raising R_1 until it lies at T1 for 1 K/s, with everything else fixed, increases the error of E1 from 0.004 to about 0.012 eV (0.010 to 0.013 eV, depending on where the measured points fall relative to T1).

**Results for three heating rates**

Synthetic ramps from 300 to 820 K at 0.1, 1 and 10 K/s carry 0.3 % noise, with one point every 2 K. Both exponents start at 1.5. The fit returns

E1 = 1.500 ± 0.004 eV, m1 = 1.98 ± 0.02,
E2 = 1.697 ± 0.003 eV, m2 = 1.99 ± 0.01.

All 13 parameters passed the test of lying within four standard errors of the true values. With m = 2 imposed and the thicknesses supplied, K1(550 K) = 101 nm²/s, or 1.0×10⁻¹² cm²/s, and K2(680 K) = 201 nm²/s, or 2.0×10⁻¹² cm²/s.

Three designs with equal numbers of ramps and points give these predicted errors:

1, 1, 1 K/s: E1 15 eV, E2 1.4 eV;
0.5, 1, 2 K/s: E1 0.014 eV, E2 0.011 eV;
0.1, 1, 10 K/s: E1 0.004 eV, E2 0.003 eV.

The first line is not a literal confidence interval, since the linear approximation fails over such distances. It says that repeated ramps at one rate contain almost no local information separating E from m. If m = 2 is known independently, the same three ramps give errors of 0.03 eV for E1 and 0.09 eV for E2.

The gain from a wider range follows from the end temperatures. At fixed f, I/β is constant, so

dT/d ln β = k_BT²/(E + 2k_BT).

For a given precision in T1, the relative error of E falls roughly as 1/ln(β_max/β_min). Between the last two designs this logarithm grows from 1.39 to 4.61, a factor of 3.3; both energy errors fall by a factor of about 3.

The wrong-exponent refit does not rely on linearised errors. With noise-free data from one ramp and m1 = 1 imposed, the fit gives E1 = 0.700 eV; the formula E/2 − k_BT gives 0.702 eV. The squared misfit, in units of the noise variance, rises by only 0.001. With three rates, the better of two searches from different starts leaves a rise of about 5200. The wrong law is then plainly visible.

Thirty noisy refits were compared with the linearised errors. For both energies and both exponents the scatter passed the test of lying between 0.6 and 1.5 times the prediction. For m1 these thirty refits, started from the true values with a limited number of iterations, give 0.012 against a predicted 0.018. The gap does not persist: 200 refits from displaced starts give 0.018.

**Errors that the fit cannot report**

The statistical errors assume the right model. The first three distortions below were put into noise-free data from all three rates, which were then fitted with the undistorted model. In the fourth case the data are undistorted and the fitted model is wrong.

Suppose the thermometer runs 0.2 s ahead of the film. At 10 K/s it reads 2 K too high; at 0.1 K/s the error is only 0.02 K. The end temperatures, truly 517.73 and 594.41 K, become 517.75 and 596.41 K. The two-rate formula then falls from 1.497 to 1.462 eV, a shift of −0.035 eV. The full fit shifts by −0.034 eV, about eight times its statistical error. The squared misfit rises by about 370 noise units, which shows in the residuals if the noise level is known but does not name the cause. The temperature error is proportional to the heating rate, so it comes mainly from the fastest ramp. Extending the range towards slower ramps adds almost none of it; fast ramps need a thermometer whose time offset is known.

Surface scattering raises the resistivity of the thinning metal. With a rough electron path of 5 nm at 300 K, and a thick-film approximation used even for the last of the metal, it shifts E1 by +0.024 eV and m1 by −0.07, while E2 hardly moves. A reaction front uneven by 5 % shifts either energy by less than 0.002 eV.

Omitting the quadratic term in the metal resistivity from the fitted model has a larger effect on the exponent: m1 falls by 0.75, and E1 by 0.034 eV. The straight-line R_M falls below the true curve near T1, and the fit compensates by delaying the reaction: at 500 K and 1 K/s it gives f = 0.07 instead of 0.17. The squared misfit rises by about 6100 noise units, so the residuals give a strong warning.

**Comparison with nickel on silicon**

The example is modelled loosely on a nickel film forming Ni2Si and then NiSi; its growth constants are illustrative, not measured values. The curvature of R_M represents the upward bend of nickel's resistivity below its Curie temperature. The data are synthetic, so recovering the parameters tests the inference, not the kinetics of real nickel silicides. Real films may also show intermixing during deposition, additional nickel-rich phases, nucleation barriers, grain-boundary transport and, at high temperature, agglomeration. None of these is in the model, and their effects on E were not calculated.

One further assumption, that silicon carries no current, can be checked by a simple estimate. The reaction uses about 55 nm of silicon. On a 100 nm silicon layer over oxide, the remainder conducts about 0.01 % as well as the film at 820 K. A 0.5 mm wafer, treated as intrinsic and in perfect contact with the film, would conduct about as well as the film itself at 820 K, about 20 % as well at 680 K and about 3 % as well at 550 K, still far above the noise. Both figures assume intrinsic silicon. Contact resistance would reduce the shunt, but heavy doping would increase it, and at lower temperatures even light doping can outweigh the intrinsic carriers. The fit as written suits a lightly doped thin layer; on a full wafer, a substrate path must be measured or added to 1/R. The numerical output below lists the remaining values.

Numbers as computed

```
Film 30 nm; r1 1.5, r2 2.2; noise 0.3 %; step 2 K; 300-820 K
K1(550 K) 100, K2(680 K) 200 nm^2/s; rho(300 K) M, M2Si, MSi (10.0, 20.0, 14.0) uohm cm
 0.1 K/s: T1 517.73 K, T2 632.66 K; coupled 517.72, 632.66 K; MSi at T1 0.050 nm
 1.0 K/s: T1 553.50 K, T2 679.83 K; coupled 553.49, 679.83 K; MSi at T1 0.066 nm
10.0 K/s: T1 594.41 K, T2 734.32 K; coupled 594.38, 734.32 K; MSi at T1 0.088 nm
Largest change of R from early MSi growth: 0.096 %
E from end temperatures, ln(beta/T^2) plot: 1.4975, 1.6962 eV
Film 20 % thicker, rescaled rho and K: max change of ln R 2.1e-08
1 K/s, 400 K: f1 0.0017, f2 0.0000, R 4.833 ohm
1 K/s, 500 K: f1 0.1684, f2 0.0000, R 6.499 ohm
1 K/s, 540 K: f1 0.6589, f2 0.0000, R 6.107 ohm
1 K/s, 600 K: f1 1.0000, f2 0.1251, R 5.402 ohm
1 K/s, 650 K: f1 1.0000, f2 0.4913, R 4.801 ohm
1 K/s, 700 K: f1 1.0000, f2 1.0000, R 4.242 ohm
Blind temperature, R_M = R_1: 404.3 K
Law with E 1.0 eV: T1 553.50 K at 1 K/s, 615.12 K at 10 K/s (true 553.50, 594.41)
Stage ends found from curvature [K]: 520, 634; 556, 678; 594, 736
Fit: 783 points, chi2 per degree of freedom 0.985
ln k1(550 K) [k in 1/s]: true -3.0082, start -3.1353, fit -2.9978 +- 0.0081
E1 [eV]: true 1.5000, start 1.5599, fit 1.5005 +- 0.0044
m1: true 2.0000, start 1.5000, fit 1.9799 +- 0.0173
ln k2(680 K) [k in 1/s]: true -3.0810, start -3.1669, fit -3.0735 +- 0.0051
E2 [eV]: true 1.7000, start 1.6953, fit 1.6966 +- 0.0034
m2: true 2.0000, start 1.5000, fit 1.9870 +- 0.0141
ln R_M [R in ohm]: true 1.2040, start 1.2002, fit 1.2046 +- 0.0006
aM [1e-3/K]: true 3.8000, start 4.0209, fit 3.7948 +- 0.0188
gM [1e-6/K^2]: true 7.0000, start 5.4607, fit 6.9598 +- 0.0989
ln R_1 [R in ohm]: true 1.4917, start 1.4657, fit 1.4919 +- 0.0037
a1 [1e-3/K]: true 1.0000, start 0.9365, fit 0.9985 +- 0.0180
ln R_2 [R in ohm]: true 0.7520, start 0.7503, fit 0.7523 +- 0.0038
a2 [1e-3/K]: true 2.5000, start 2.5084, fit 2.4988 +- 0.0183
m = 2 imposed: E1 1.5028, E2 1.6983 eV; K1(550 K) 100.93, K2(680 K) 201.23 nm^2/s
Rates 1, 1, 1 K/s: errors E1 14.6686 eV, m1 18.4433, E2 1.3648 eV, m2 1.4580
Rates 0.5, 1, 2 K/s: errors E1 0.0136 eV, m1 0.0231, E2 0.0108 eV, m2 0.0332
Rates 0.1, 1, 10 K/s: errors E1 0.0044 eV, m1 0.0175, E2 0.0034 eV, m2 0.0144
Rates 1, 1, 1 K/s with m = 2 known: errors E1 0.0302, E2 0.0867 eV
Weak direction dE1/dm1: covariance 0.7953, formula 0.7977 eV
m1 = 1 forced, one ramp: E1 0.6996 eV (formula 0.7023), chi2 rise 0.001
m1 = 1 forced, three rates: E1 1.4289 eV, chi2 rise 5210
Scatter of 30 refits: E1 0.0053 eV, m1 0.0119, E2 0.0031 eV, m2 0.0160
Blind temperature moved to T1 (1 K/s): error E1 0.0117 eV
Bias, thermometer lead 0.2 s: E1 -0.0342 eV, m1 -0.0949, E2 -0.0282 eV, m2 -0.0417
Bias, surface scattering, path 5 nm: E1 +0.0242 eV, m1 -0.0702, E2 -0.0001 eV, m2 -0.0075
Bias, front uneven by 5 %: E1 -0.0016 eV, m1 +0.0085, E2 -0.0004 eV, m2 +0.0143
Bias, metal curvature omitted: E1 -0.0342 eV, m1 -0.7517, chi2 rise 6114
Silicon used 54.9 of 100 nm; at 820 K conductivity 426 S/m, film R 4.879 ohm
Silicon/film conductance: thin layer 0.0094 %, 0.5 mm wafer 104 %
```
